Low-frequency scattering of lattice waves by one pinned atom

**Problem**

Identical atoms of mass M form an infinite simple cubic lattice with lattice constant a. Each atom n has a single scalar displacement u_n, and nearest neighbours are joined by springs of constant K. One atom, at the origin, is held rigidly to the laboratory frame, so that its displacement is zero at all times. A plane wave of angular frequency ω arrives. Its scattering cross section σ is the scattered power divided by the incident power per unit area. What does σ approach as ω → 0?

**A tempting solution**

A pinned atom does not move, and neither does an infinitely heavy one. Give the atom at the origin the mass M(1+μ), therefore, and let μ grow without limit at the end.

Take the time factor e^{−iωt}, measure lengths in units of a, and define

ω0² = K/M,  λ = ω²/ω0².

The excess mass μM has the extra inertia μMω²u_0, which acts on the perfect lattice like a point force. Divided by K, this force is

f = μλu_0.

The wavelength is long and the defect is small, so set u_0 equal to the incident displacement, which has amplitude 1. Then f = μλ. Far away, a point source of strength f in a medium obeying the wave equation produces a spherical wave of amplitude f/(4πr). The ratio of scattered to incident energy flux is the squared amplitude, and integration over a sphere gives

σ = a² · 4πr² · |f|²/(4πr)² = a²(μλ)²/(4π).

This is Rayleigh's law, σ ∝ ω⁴. It vanishes as ω → 0 for every μ, so it seems to vanish for the pinned atom too.

**Where it fails**

The source strength was computed with u_0 = 1, whereas the pinned atom has u_0 = 0. The replacement is justified when μλ is small. For any finite μ this holds once the frequency is low enough, and the ω⁴ law is then right. For a pinned atom, μ must go to infinity first, at fixed λ, and μλ is then never small. The two limits are taken in the wrong order, and the solution below shows that they do not commute.

**The equation of motion and the force of the pin**

Newton's law for an atom of the perfect lattice is

−Mω²u_n = K Σ_δ (u_{n+δ} − u_n),

where δ runs over the six nearest neighbours. Define (Lu)_n = Σ_δ (u_n − u_{n+δ}) and divide by K:

(L − λ)u = 0.

Inserting e^{ik·n} and pairing opposite neighbours gives

λ = ε(k) = 2 Σ_i (1 − cos k_i),  i = x, y, z.

For small k this is λ = k², or ω = ω0k, so the sound speed is ω0a. For a wave along [100], λ = 2(1 − cos k) = 4 sin²(k/2).

The pin exerts an unknown force F on the atom at the origin. With f = F/K, the equation for the whole lattice becomes

(L − λ)u = f δ_{n0}.

The response to a unit source is the Green function

G(n) = ∫ d³q/(2π)³ e^{iq·n}/(ε(q) − λ − i0),

with the integral over the Brillouin zone, −π < q_i < π. The term −i0 comes from giving ω a small positive imaginary part. The source is then switched on slowly from the distant past, which selects outgoing waves. The full displacement is the incident wave plus the response to the force:

u_n = e^{ik·n} + fG(n).

The force follows from the condition u_0 = 0. Since 1 + fG(0) = 0,

f = −1/G(0),  u_n = e^{ik·n} − G(n)/G(0).

No weak-scattering approximation has been made. The force takes whatever value cancels the incident motion at the origin.

**The cross section at finite frequency**

Atom n pulls its neighbour m with the force K(u_n − u_m), while m moves with velocity −iωu_m. The time-averaged power passed from n to m is

½ Re[K(u_n − u_m)*(−iωu_m)] = ½Kω Im(u_n*u_m).

The term with |u_m|² has dropped out because it is purely imaginary. For the incident wave along [100], u_n*u_{n+1} = e^{ik}, so each bond carries ½Kω sin k. One such bond crosses each area a², and the incident flux is

J = ½Kω sin k / a².

The scattered wave fG(n) is the motion of a perfect lattice driven by the force Kf at the origin. The power that this force would deliver to the scattered wave alone is

P = ½ Re[(Kf)*(−iω)fG(0)] = ½Kω|f|² Im G(0).

The lattice has no losses, so the same power leaves through any closed surface around the origin. The real pin does no work, because its atom is at rest. The scattered energy is taken from the incident wave through interference. Indeed, u_0 = 0 implies Im[f*(1 + fG(0))] = 0, or −Im f* = |f|² Im G(0): the power that the force extracts from the incident wave equals the power it radiates.

Dividing P by J, with |f|² = 1/|G(0)|²,

σ = a² Im G(0) / (|G(0)|² sin k).

This holds for incidence along [100] at frequencies where that wave propagates. In another direction the components of the incident flux are proportional to sin k_i. At small k its magnitude is again proportional to k, so the limit below does not depend on direction.

**The limit of low frequency**

The imaginary part follows from 1/(x − i0) = P(1/x) + iπδ(x), where P denotes the principal value:

Im G(0) = π ∫ d³q/(2π)³ δ(ε(q) − λ).

At small λ the delta function selects small q, where ε = q² and λ = k². With d³q = 4πq²dq and δ(q² − k²) = δ(q − k)/(2k),

Im G(0) → π · (4π/8π³) · k²/(2k) = k/(4π).

For the real part, separate a small sphere q < Q from the rest of the zone. Outside it, the integrand tends smoothly to 1/ε(q) as λ → 0. Inside it, with ε = q²,

(1/2π²) P∫₀^Q q²dq/(q² − k²) = (1/2π²)[Q + (k/2) ln((Q−k)/(Q+k))].

For k ≪ Q the logarithm is close to −2k/Q, so the second term is −k²/Q and vanishes with k. What remains is Q/2π², the value for k = 0, and it can be made as small as desired by the choice of Q. The singularity at q = 0 is therefore harmless in three dimensions, and

Re G(0) → g = ∫ d³q/(2π)³ 1/ε(q),

a finite positive number. In σ, the factor k from Im G(0) cancels the factor sin k → k from the incident flux:

σ(0) = a² · (k/4π)/(g²k) = a²/(4πg²).

To evaluate g, write 1/ε = ∫₀^∞ e^{−εt}dt. The integrand then factorizes over the three directions. Each factor is e^{−2t} times the average of e^{2t cos q} over a period, which is the modified Bessel function I_0(2t). Hence

g = ∫₀^∞ [e^{−2t}I_0(2t)]³ dt = 0.25273.

A direct sum over the Brillouin zone, extrapolated to an infinitely fine mesh, gives 0.252732. With g² = 0.06387,

σ(0) = a²/(12.566 × 0.06387) = 1.246 a².

The cross section of the pinned atom approaches 1.25 a² to three figures, not zero.

**What the number means**

Suppose that the distant lattice is displaced statically by one unit while the origin is held. Then u_n = 1 + fG(n) at λ = 0, and u_0 = 0 requires f = −1/g. The holding force is K/g = 3.957K per unit displacement. This static stiffness is less than the 6K of six springs with fixed far ends, because the neighbours yield. As a separate test, this force was computed in a finite ball of radius R = 20a with its outer shell displaced by one unit. The far field of a static point force is 1/(4πr), so the force F_R, in units of K, should obey 1/F_R = g − 1/(4πR). The calculation gives g = 0.25279, which agrees within 0.03%. Near R = 20a, a change of R by one lattice constant changes 1/(4πR) by about 2 × 10⁻⁴. The difference of 6 × 10⁻⁵ therefore corresponds to about 0.3a in the effective radius of the shell, which is ragged on the scale of a.

A very slow wave displaces the whole neighbourhood of the pin almost uniformly. The pin answers with a force that depends on the displacement and not on the acceleration, so the force does not fade as ω → 0. The static displacement at large r is

u = 1 − b/r,  b = a/(4πg) = 0.315a.

The length b is the scattering length. A continuous medium held at zero on a sphere of radius b would have the same far field, and

σ(0) = 4πb² = 4π(0.3149a)² = 1.246a².

The scattered wave is isotropic in this limit, since a single point force excites it and the medium is isotropic at long wavelengths.

The plateau is flat. For incidence along [100] the formula gives 1.25a² at ka = 0.1, 1.26a² at 0.5 and 1.32a² at 1.0, so the last value is 6% above the limit. The sign of this correction depends on direction: at the frequency of the last value, incidence along [111] gives 1.21a², 3% below the limit. The finite-frequency formula was also tested by solving the equations of motion on a finite lattice with absorbing borders and adding up the energy flow through closed surfaces. At ka = 0.4 both routes give 1.2570a², and at ka = 0.8 both give 1.2934a².

**A spring to the ground and a heavy free atom**

One formula shows which property of the pin matters. Let the atom at the origin have excess mass μM and be tied to the laboratory frame by a spring γK. The extra force divided by K is then −γu_0 + μλu_0, or

f = −Vu_0,  V = γ − μλ.

Since u_0 = 1 + fG(0) = 1 − VG(0)u_0,

u_0 = 1/(1 + VG(0)),  f = −V/(1 + VG(0)).

The power balance is as before, so σ = a²|f|² Im G(0)/sin k. A rigid pin is the limit γ → ∞, where f → −1/G(0).

With a ground spring, V → γ at low frequency, and

σ(0) = a²γ²/[4π(1 + γg)²].

This is nonzero for every γ > 0. For γ = 2 it is 4a²/[12.566 × (1.5055)²] = 0.140a². The pin need not be rigid. It must be fastened to something that does not take part in the wave. A uniform displacement of the lattice then costs energy, however slowly it is made.

For a free atom γ = 0 and V = −μλ, which vanishes with the frequency. Then

σ → a²(μλ)²/(4π),  provided μλg ≪ 1 and ka ≪ 1.

The tempting solution is correct in this regime. If μ → ∞ at fixed λ, however, f → −1/G(0), and the heavy atom scatters like the pin.

Between the two regimes lies a resonance. For large μ, the real part of 1 − μλG(0) vanishes near

λ = 1/(μg),

where the heavy atom vibrates against the static stiffness of its surroundings. There 1 + VG(0) = −iμλ Im G(0), so |f| = 1/Im G(0), and at small k

σ = a²/(Im G(0) sin k) ≈ 4πa²/k².

For μ = 100 the estimate puts the resonance at ka = 0.199. The computed cross section is 0.14a² at ka = 0.1, 308a² at 0.2, 1.77a² at 0.5 and 1.43a² at 1.0. The value at 0.2 is close to the resonant estimate 4πa²/0.04 = 314a². Above the resonance the cross section falls towards that of the pin, and at ka = 1.0 it is still 8% higher. A heavy free atom thus imitates a pin when μλg ≫ 1, but not in the limit ω → 0.

**Many pins**

For a dilute set of n pins per unit volume, a wave loses the fraction nσdx of its energy flux in a distance dx. If the pins scatter independently, the mean free path is

ℓ = 1/(nσ).

This cannot hold down to zero frequency. Let a fraction c of the atoms be pinned, with c ≪ 1, and let the lattice move almost uniformly with amplitude u. Each pin pulls back with the force Ku/g, and there are 1/c atoms per pin. Newton's law for these atoms is

(1/c)Mω²u = Ku/g,  so  λ_c = c/g.

Below this cutoff the uniform motion is too slow to exist as a free vibration, and the pins hold the lattice collectively. The estimate is of leading order in c. In periodic cells of 8³ and 16³ atoms with one pin each, the lowest computed λ exceeds c/g by 12% and 6%, so the excess shrinks as the pins become more dilute. For randomly placed pins, c/g is a mean-field estimate. The limit σ(0) belongs to a single pin, and for a finite density it can be used when λ_c ≪ λ ≪ 1.

**Numbers in the range of silicon**

Take a = 0.27 nm, which gives roughly the volume per atom of silicon, and rough longitudinal and transverse sound speeds of 8400 and 5800 m/s. The scalar model has one speed. The Debye mean c_D, defined by

1/c_D³ = (1/c_L³ + 2/c_T³)/3,

keeps the average number of low-frequency modes per polarization and is about 6300 m/s. The two speeds are those along [100]. Silicon is anisotropic, with a slower transverse branch in other directions, and an average over all directions gives about 5900 m/s, so 6300 m/s is some 7% high. Then ω0 = c_D/a = 2.3 × 10¹³ rad/s. A phonon of 1 THz has ω/ω0 = 0.27, and ka = 2 arcsin(ω/2ω0) = 0.27.

The cross section is

σ(0) = 1.246 × (0.27 nm)² = 0.091 nm².

With 10¹⁹ pins per cm³, or 0.01 nm⁻³, the mean free path is

ℓ = 1/(0.01 × 0.0908) nm ≈ 1100 nm = 1.1 μm.

Several neglected effects can be sized for these numbers. The finite frequency raises σ by 0.4% for incidence along [100]. The pinned fraction is c = 0.01 × 0.27³ = 1.97 × 10⁻⁴, which puts the collective cutoff at 0.10 THz. At 1 THz, λ_c/λ is about 1%, so treating the pins as independent is reasonable in this respect.

Polarization matters more. Consider an isotropic elastic solid with the static stiffness held at its scalar value. A point force radiates into each polarization in proportion to 1/c³, and averaging over directions gives each of the three the weight 1/3. The radiated power is therefore that of the scalar medium with speed c_D. The incident flux at fixed amplitude is proportional to the speed of the incident wave, so σ is multiplied by c_D/c_L = 0.75 for longitudinal and c_D/c_T = 1.09 for transverse incidence.

The lattice structure matters as much as the polarization. The coefficient 1.246 belongs to the simple cubic lattice, whereas silicon has the diamond structure. For scalar nearest-neighbour springs on the diamond lattice, with cubic cell edge a_c, the zone integral gives g = 0.4482 and the far field of a static point force F is (F/K)a_c/(4πr). Hence b = a_c/(4πg) = 0.1775a_c. The volume per atom is V = (a_c/2)³, so σ(0) = 4πb² = 1.58V^{2/3}. At V^{1/3} = 0.27 nm this is 0.115 nm², 27% above the simple cubic value, and ℓ would be about 0.87 μm. The same calculation gives 1.04V^{2/3} for the body-centred and 1.00V^{2/3} for the face-centred cubic lattice.

At 300 K phonons also scatter from one another. A rough thermal conductivity κ = 150 W/(m K) and heat capacity C = 1.7 × 10⁶ J/(m³ K), inserted in κ = Cc_Dℓ/3, give an average mean free path of about 40 nm, far shorter than the 1.1 μm due to the pins. This is an average over phonons of all frequencies, not the value at 1 THz, so it does not settle how much the pins add at that frequency.

The assumption that a real chip breaks most strongly is the pin itself. A substitutional atom in silicon is held by other atoms, which move with the wave, and not by the laboratory frame. Germanium in silicon has μ ≈ 1.6. With its mass difference alone, the spring changes and local strain being left out, the model gives σ = 1.1 × 10⁻³ a² at 1 THz, about a thousand times less than for the pin. At the same density the mean free path would be about 1.2 mm instead of 1.1 μm. The germanium cross section varies roughly as the inverse fourth power of the sound speed and the mean free path as the fourth power; with 5900 m/s they become 1.5 × 10⁻³ a² and 0.9 mm. The plateau at 1.25 a² should therefore not be used for ordinary substitutional impurities at low frequency. A plateau arises where a site is tied to a support that stays at rest while the lattice moves; the value 1.25 a² is that of a rigid tie in the scalar simple cubic model with nearest-neighbour springs. Most of the values quoted here appear in the numerical output below.

Numbers as computed

```
g, Bessel integral (1/K): 0.252731
g, Brillouin-zone sum (1/K): 0.252732
g, static force in ball R=20 a (1/K): 0.25279
4 pi r G(r), sites (10,0,0), (6,6,6): 1.0026, 0.9985
static site stiffness 1/g (K): 3.9568
scattering length 1/(4 pi g) (a): 0.3149
sigma(0) of the pin (a^2): 1.2459
k a=0.1: sigma pin 1.2462, free atom mu=100 0.1425 (a^2)
k a=0.2: sigma pin 1.2486, free atom mu=100 308.3507 (a^2)
k a=0.5: sigma pin 1.2635, free atom mu=100 1.7712 (a^2)
k a=1.0: sigma pin 1.3241, free atom mu=100 1.4280 (a^2)
resonance estimate for mu=100, k a: 0.199
pin, k=0.4: lattice 1.2570, formula 1.2570 (a^2)
pin, k=0.8: lattice 1.2934, formula 1.2934 (a^2)
ground spring gamma=2, k=0.4: lattice 0.1452, formula 0.1452 (a^2)
free atom mu=50, k=0.4: lattice 4.7544, formula 4.7543 (a^2)
ground spring gamma=2, sigma(0) (a^2): 0.1404
Ge-mass atom, sigma(k a=0.2)/sigma(0.1): 16.44
pin array N=8: cutoff lam / (c/g): 1.1211
pin array N=16: cutoff lam / (c/g): 1.0583
Example (rough silicon-like inputs)
lattice constant (nm): 0.27
sound speeds long., trans. (m/s): 8400, 5800
Debye mean speed (m/s): 6311
omega0 (rad/s): 2.337e+13
spring K for mass 28.09 u (N/m): 25.5
static site stiffness K/g (N/m): 101
phonon frequency (THz): 1.0; k a: 0.2696
pin density (cm^-3): 1.0e+19; site fraction: 1.968e-04
sigma(0) (nm^2): 0.0908
mean free path from sigma(0) (nm): 1101
finite-frequency change of sigma (%): 0.40
collective cutoff frequency (THz): 0.104
(cutoff/phonon frequency)^2 (%): 1.08
sigma factor, longitudinal incidence: 0.751
sigma factor, transverse incidence: 1.088
rough conductivity (W/(m K)): 150
rough heat capacity (J/(m^3 K)): 1.66e+06
mean intrinsic free path at 300 K (nm): 43
Ge excess mass mu: 1.586
Ge-mass free atom, sigma at 1 THz (a^2): 1.129e-03
pin / Ge-mass cross section at 1 THz: 1108
```
